# Voltage temperature coefficient of an ideal Schottky contact at constant current

## Problem

A metal contact on an n-type semiconductor has a Schottky barrier of height \(\phi=0.70\ \mathrm{eV}\), measured from the Fermi level of the metal to the top of the barrier. A source drives a constant current density \(J\) through the contact. At \(T=300\ \mathrm{K}\) the forward voltage is \(V=0.30\ \mathrm{V}\). By how much does this voltage change per kelvin while the source holds \(J\) fixed?

The contact is ideal in the following sense. The barrier height depends on neither temperature nor bias. Electrons cross only by thermionic emission: those with enough energy to pass over the top do so, and none tunnel. The whole voltage drops across the barrier region.

The elementary charge \(q\) is positive, and \(k\) is Boltzmann's constant. Forward bias is positive and raises the semiconductor's Fermi level by \(qV\) above that of the metal. Electrons then flow mainly from semiconductor to metal, and the electric current \(J>0\) runs the other way. Energies are in eV, so an energy divided by \(q\) has the same numerical value in volts.

## First estimate by scaling

Seen from the semiconductor's Fermi level, the top of the barrier lies at the height

\[
\Delta=\phi-qV=0.70-0.30=0.40\ \mathrm{eV}.
\]

The thermal energy at 300 K is \(kT=0.02585\ \mathrm{eV}\), so \(\Delta/kT=15.47\). Few electrons reach the top, and their number is governed mainly by the Boltzmann factor \(e^{-\Delta/kT}\). Suppose for the moment that this factor alone fixes the current. Constant current then means constant \(\Delta/T\), and the height must grow in proportion to temperature:

\[
\frac{d\Delta}{dT}=\frac{\Delta}{T}.
\]

Since \(\phi\) is fixed, \(d\Delta/dT=-q\,dV/dT\). Therefore

\[
\left(\frac{dV}{dT}\right)_{\rm est}=-\frac{\phi-qV}{qT}
=-\frac{0.40\ \mathrm{V}}{300\ \mathrm{K}}=-1.333\ \mathrm{mV/K}.
\]

The sign has a simple meaning. Heating makes it easier for electrons to climb, so a smaller forward voltage suffices for the same current. The estimate leaves out any temperature dependence in front of the exponential. To find that factor, the electrons must be counted.

## Exact solution of the model

### Current from semiconductor to metal

Let \(x\) point towards the metal. The conduction band may have several valleys. In each one the kinetic energy above the barrier top is

\[
E=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right),
\]

where the principal axes of the valley are taken along \(x,y,z\). An electron moves towards the metal with velocity \(\hbar k_x/m_x\). There are \(2\,d^3k/(2\pi)^3\) states per unit volume, the 2 counting spin.

A state at the barrier top lies \(\Delta+E\) above the semiconductor's Fermi level. Because \(\Delta/kT=15.47\), the 1 in the denominator of the Fermi function can be dropped, with a relative error below \(e^{-15.47}\approx2\times10^{-7}\). The occupation is then \(e^{-(\Delta+E)/kT}\), and one valley contributes

\[
J_v=\frac{2q}{(2\pi)^3}\,e^{-\Delta/kT}
\int_0^\infty\! dk_x\,\frac{\hbar k_x}{m_x}
\int_{-\infty}^{\infty}\! dk_y\int_{-\infty}^{\infty}\! dk_z\;e^{-E/kT}.
\]

The exponential factorizes. For the \(x\) integral put \(E_x=\hbar^2k_x^2/2m_x\), so that \(dE_x=\hbar^2k_x\,dk_x/m_x\). The velocity factor is absorbed:

\[
\int_0^\infty dk_x\,\frac{\hbar k_x}{m_x}e^{-E_x/kT}
=\frac1\hbar\int_0^\infty dE_x\,e^{-E_x/kT}=\frac{kT}{\hbar}.
\]

Each transverse integral is Gaussian:

\[
\int_{-\infty}^{\infty}dk_y\,e^{-\hbar^2k_y^2/2m_ykT}
=\frac{\sqrt{2\pi m_ykT}}{\hbar},
\]

and likewise for \(z\). The product of the three integrals is \(2\pi\sqrt{m_ym_z}\,(kT)^2/\hbar^3\). Multiplying by \(2q/(2\pi)^3=q/4\pi^3\) and summing over valleys gives

\[
J_{\rm forward}=A^*T^2e^{-(\phi-qV)/kT},\qquad
A^*=\frac{qk^2}{2\pi^2\hbar^3}\sum_{\rm valleys}\sqrt{m_ym_z}.
\]

The factor \(T^2\) has a definite origin. One power of \(T\) comes from the flow along \(x\), and half a power comes from each transverse direction, because a hotter distribution occupies a wider range of transverse wavevectors. The masses affect only \(A^*\), which does not depend on temperature here.

### Current from metal to semiconductor

Electrons in the metal face the height \(\phi\) whatever the bias. At \(V=0\) the two flows must cancel, so the return flow is \(A^*T^2e^{-\phi/kT}\), and in this model it keeps that value under bias. The net current density is

\[
J=A^*T^2e^{-\phi/kT}\left(e^{qV/kT}-1\right).
\]

### Derivative at constant current

Write \(u=qV/kT\) and take the logarithm:

\[
\ln J=\ln A^*+2\ln T-\frac{\phi}{kT}+\ln(e^u-1).
\]

Along the path followed by the contact, \(J\) is constant and both \(T\) and \(V\) change. The derivative of the last term is

\[
\frac{d}{dT}\ln(e^u-1)=\frac{e^u}{e^u-1}\frac{du}{dT}
=\frac{1}{1-e^{-u}}\left(\frac{q}{kT}\frac{dV}{dT}-\frac{qV}{kT^2}\right).
\]

Setting the total derivative to zero gives

\[
0=\frac2T+\frac{\phi}{kT^2}
+\frac{1}{1-e^{-u}}\left(\frac{q}{kT}\frac{dV}{dT}-\frac{qV}{kT^2}\right).
\]

Multiply by \((1-e^{-u})kT/q\) and solve for the slope:

\[
\frac{dV}{dT}=\frac VT-\left(1-e^{-u}\right)\frac{\phi+2kT}{qT}.
\]

This holds while the Boltzmann occupation is justified and a barrier remains. In a doped semiconductor the barrier disappears at flat band, \(qV=\phi-(E_c-E_F)\), where \(E_c-E_F\) is the distance of the bulk conduction-band edge above the Fermi level. For silicon doped to \(10^{16}\ \mathrm{cm^{-3}}\), \(E_c-E_F\approx0.205\ \mathrm{eV}\), so this limit, about 0.50 V, is reached first. In the problem \(u=11.605\) and \(e^{-u}=9.12\times10^{-6}\). Dropping \(e^{-u}\) leaves

\[
\boxed{\frac{dV}{dT}=-\frac{\phi-qV+2kT}{qT}=-\frac{\phi-qV}{qT}-\frac{2k}{q}}
\]

With the numbers inserted,

\[
\frac{dV}{dT}=-1.3333-0.1723=-1.5057\ \mathrm{mV/K}\approx-1.51\ \mathrm{mV/K}.
\]

In natural units this is \(-17.47\,k/q\). The neglected return flow would add \(e^{-u}(\phi+2kT)/(qT)=+0.023\ \mathrm{\mu V/K}\), which is invisible at the digits quoted.

As a test, the three-dimensional flux integral was evaluated numerically with Fermi occupation, return flow and six silicon-like valleys. The voltage was then solved for at constant current just above and just below 300 K. The resulting slope is also \(-1.5057\ \mathrm{mV/K}\).

### The same number as a heat

The coefficient can be read as an energy carried by the electrons. In the emitted stream, fast electrons count more because they arrive more often. The mean energy of motion along \(x\) is therefore weighted by the flux:

\[
\langle E_x\rangle=\frac{\int_0^\infty E_xe^{-E_x/kT}dE_x}{\int_0^\infty e^{-E_x/kT}dE_x}=kT.
\]

The transverse motions are not weighted by their own velocities, and each contributes the usual \(kT/2\). The total is \(2kT=0.0517\ \mathrm{eV}\), compared with \(3kT/2\) for electrons at rest on average in a volume. Measured from the semiconductor's Fermi level, an emitted electron carries on average

\[
\langle\varepsilon\rangle=\phi-qV+2kT=0.4517\ \mathrm{eV}.
\]

This is the numerator of the boxed formula. The reason lies in the occupation factor \(e^{-\varepsilon/kT}\) of each state. At fixed \(V\), its temperature derivative is \(\varepsilon/kT^2\) times the factor itself. Averaging over the emitted stream gives

\[
\left(\frac{\partial\ln J}{\partial T}\right)_V=\frac{\langle\varepsilon\rangle}{kT^2},
\qquad
\left(\frac{\partial\ln J}{\partial V}\right)_T=\frac{q}{kT}.
\]

The second relation holds because a voltage step \(dV\) lowers every \(\varepsilon\) by \(q\,dV\). For constant \(J\) the two changes must cancel, so

\[
\frac{dV}{dT}=-\frac{(\partial\ln J/\partial T)_V}{(\partial\ln J/\partial V)_T}
=-\frac{\langle\varepsilon\rangle}{qT}.
\]

If the voltage were held instead of the current, the current would rise by \(0.4517/(0.02585\times300)\), or 5.82% per kelvin.

The heat flux follows once \(J\) is known. With rough silicon masses of 0.92 and 0.19 electron masses along and across each valley, and flow along a cube axis, \(A^*=246.6\ \mathrm{A/(cm^2K^2)}\). Then

\[
J=246.6\times300^2\times e^{-15.473}=4.23\ \mathrm{A/cm^2}.
\]

The electrons carry \(J\langle\varepsilon\rangle/q=4.23\times0.4517=1.91\ \mathrm{W/cm^2}\) over the barrier, counted from the semiconductor's Fermi level. Counted from the metal's Fermi level, each electron brings \(qV\) more, or 0.7517 eV in all.

## Comparison of estimate and solution

The estimate gives \(-1.333\) and the solution \(-1.506\ \mathrm{mV/K}\). The estimate has the right sign and order, but its magnitude is 11% too small relative to the solution. The missing part is \(-2k/q\), the contribution of the \(T^2\) prefactor. Relative to the estimate, the correction is

\[
\frac{2kT}{\phi-qV}=\frac{0.0517}{0.40}=0.13.
\]

Scaling with the exponential alone is thus good when the remaining height is many times \(2kT\). It worsens as forward bias brings the semiconductor's Fermi level closer to the barrier top, up to flat band, where the model ends.

### Over a wider temperature range

The estimate predicts a straight line, since constant \(\Delta/T\) means \(qV=\phi-\text{constant}\times T\). This line meets \(V=\phi/q=0.70\ \mathrm{V}\) at zero kelvin. The solution is slightly curved. Differentiating the boxed formula once more, with \(V\) depending on \(T\), gives

\[
\frac{d^2V}{dT^2}=\frac1T\frac{dV}{dT}+\frac{\phi-qV}{qT^2}.
\]

Inserting the slope cancels the terms containing \(\phi-qV\):

\[
\frac{d^2V}{dT^2}=-\frac{2k}{qT}=-0.57\ \mathrm{\mu V/K^2}.
\]

The voltage therefore falls a little faster as the contact warms. At 350 K and the same current, the three descriptions give:

- scaling line: \(0.70-0.40\times350/300=0.2333\ \mathrm{V}\);
- tangent to the solution at 300 K: 0.2247 V;
- full solution: 0.2241 V.

Over 50 K the constant coefficient \(-1.506\ \mathrm{mV/K}\) misses by 0.7 mV, while the scaling line misses by 9.3 mV.

The difference matters if the barrier is to be read from a plot of voltage against temperature. The tangent at 300 K, extended to zero kelvin, meets the axis at

\[
V-T\frac{dV}{dT}=\frac{\phi+2kT}{q}=0.7517\ \mathrm{V}.
\]

Taking this intercept for the barrier would overstate it by \(2kT=0.052\ \mathrm{eV}\), even for an ideal contact. The intercept belongs to the tangent. It is not the voltage of a real contact near zero kelvin.

### Dependence on the chosen current

Solving the forward law for the height gives \(\phi-qV=kT\ln(A^*T^2/J)\), and the coefficient becomes

\[
\frac{dV}{dT}=-\frac kq\left[\ln\frac{A^*T^2}{J}+2\right].
\]

At fixed temperature, ten times the current makes the coefficient less negative by \((k/q)\ln10=0.20\ \mathrm{mV/K}\). The formula also shows what must be known. If \(V\) and \(\phi\) are given, \(A^*\) is not needed. If \(J\) and \(A^*\) are given instead, the barrier is not needed, provided it is constant.

### The limit of small bias

Both the estimate and the boxed formula ignore electrons returning from the metal. They fail when \(qV\) is comparable with \(kT\). At \(V=0.03\ \mathrm{V}\), with the same barrier and temperature, the boxed formula gives \(-2.41\ \mathrm{mV/K}\). The relation with return flow gives \(-1.62\ \mathrm{mV/K}\), and so does the numerical flux integral.

For \(u\ll1\), use \(1-e^{-u}\approx u=qV/kT\) in the full relation:

\[
\frac{dV}{dT}\approx\frac VT-\frac{V}{kT^2}(\phi+2kT)
=-\frac VT\left(1+\frac{\phi}{kT}\right).
\]

The slope now vanishes with \(V\), as it must: without current there is no voltage at any temperature. In this limit the contact is a resistor. Expanding the current law gives the resistance per area

\[
\frac VJ=\frac{k}{qA^*T}\,e^{\phi/kT},
\]

whose relative change with temperature is \(-(1+\phi/kT)/T\), in agreement with the slope just found.

## What a real contact changes

The chosen barrier is in the range of nickel silicide on n-type silicon, roughly 0.65 to 0.70 eV. Real silicon contacts tend to have an effective \(A^*\) of roughly half the value used here. At given \(V\) this lowers \(J\) but leaves the coefficient unchanged, as long as the reduction does not depend on temperature. The assumption that matters most among those sized here is the constant barrier. Silicon's band gap shrinks by roughly 0.25 meV per kelvin near room temperature. If the whole shrinkage went into this barrier, the term \(-\phi/kT\) in \(\ln J\) would add \((1/q)\,d\phi/dT\) to the slope, and the coefficient would become about \(-1.76\ \mathrm{mV/K}\). How much of the shrinkage the barrier takes up depends on the interface.

A second departure is a current that rises with voltage as \(e^{qV/nkT}\), with an ideality factor \(n\) slightly above 1. Repeating the derivative for forward flow, with \(V\), a constant \(n\) and the barrier \(\phi\) extrapolated to zero bias given, yields

\[
\frac{dV}{dT}=\frac VT-n\,\frac{\phi+2kT}{qT}.
\]

For an assumed \(n=1.05\) this is \(1.000-1.05\times2.5057=-1.631\ \mathrm{mV/K}\), a shift of \(-0.125\ \mathrm{mV/K}\). If \(n\) comes from a barrier that rises linearly with bias and 0.70 eV is its value at 0.30 V, the slope is instead \(n\) times the boxed result, and the shift is \(-0.075\ \mathrm{mV/K}\). The size scales with \(n-1\): at \(n=1.10\) and a zero-bias barrier of 0.70 eV the shift is \(-0.25\ \mathrm{mV/K}\), as large as the barrier drift.

The remaining effects were estimated one at a time, for a doping of \(10^{16}\ \mathrm{cm^{-3}}\), a layer of 1 μm and a rough mobility of \(1200\ \mathrm{cm^2/(V\,s)}\) at 300 K, taken to vary as \(T^{-2.4}\). In each case the voltage starts at 0.30 V and the resulting current is then held fixed.

- Tunnelling just below the top of a sharply peaked barrier adds a current 0.39 times the thermionic one, yet shifts the coefficient by only \(+0.020\ \mathrm{mV/K}\). The estimate is semiclassical and uses the light mass 0.19 for all electrons. It is an overestimate, because the image force rounds the top and thickens the barrier just below it: with the rounded top the ratio falls to about 0.16 and the shift to about \(+0.008\ \mathrm{mV/K}\). Even this is too large, because the simple semiclassical factor gives full transmission at the top, where a rounded top transmits one half. The uniform semiclassical form, which also reflects some electrons just above the top, leaves a net gain of about 0.02 and a shift of about \(+0.003\ \mathrm{mV/K}\).
- The limited supply of electrons by drift and diffusion shifts it by about \(+0.03\ \mathrm{mV/K}\). Nearly all of this comes from the fall of mobility with temperature: a law \(T^{-1.5}\) gives \(+0.02\ \mathrm{mV/K}\), and a constant mobility gives almost nothing.
- Image-force lowering is 17 meV and is already contained in the 0.70 eV. Its change with temperature and bias shifts the coefficient by \(-0.015\ \mathrm{mV/K}\).
- Series resistance of the layer shifts it by \(+0.001\ \mathrm{mV/K}\).

An effect can thus alter the current considerably and the coefficient little, because the coefficient depends on relative changes of the current. These shifts are sizes, not a complete device model: a barrier that varies across the contact area and quantum reflection at the metal interface are not included. The value \(-1.51\ \mathrm{mV/K}\) belongs to the ideal contact; for a silicon contact of this kind, barrier drift alone could change it by up to about a sixth under the assumption above. Further digits are in the numerical output.

## Table of computed values

```
barrier = 0.70 eV, bias = 0.30 V, T = 300 K
masses long, trans = 0.92, 0.19 m_e
thermal energy kT = 0.02585 eV
qV/kT = 11.605, exp(-qV/kT) = 9.12e-06
(barrier-qV)/kT = 15.473
emission constant A* = 246.6 A/cm2K2
current density, integral = 4.2325 A/cm2
current density, forward law = 4.2325 A/cm2
relative current shift, 24 vs 40 mesh = -1.4e-14
barrier part of slope = -1.3333 mV/K
prefactor part of slope = -0.1723 mV/K
dV/dT, forward formula = -1.5057 mV/K
dV/dT, numerical integral = -1.5057 mV/K
dV/dT in units of k/q = -17.473
return-flow shift = 0.0229 uV/K
mean kinetic energy = 0.05170 eV
mean energy above Fermi level = 0.45170 eV
heat flux at barrier = 1.912 W/cm2
current rise at fixed V = 5.824 %/K
curvature, numerical = -0.5723 uV/K2
curvature, -2k/(qT) = -0.5745 uV/K2
tangent at zero kelvin = 0.7517 V
V at 350 K, same current = 0.22405 V
V at 350 K, tangent = 0.22472 V
slope at 0.03 V, numerical = -1.6205 mV/K
slope at 0.03 V, full = -1.6205 mV/K
slope at 0.03 V, forward = -2.4057 mV/K
doping = 1e+16 cm^-3, layer = 1.0 um
relative permittivity = 11.7
mobility at 300 K = 1200 cm2/Vs
assumed barrier drift = -0.25 meV/K
assumed ideality factor = 1.05
band bending = 0.1953 eV
largest field = 0.0229 MV/cm
image-force lowering = 16.79 meV
tunnelling energy E00 = 1.245 meV
tunnelling/thermionic current = 0.388
emission/drift velocity ratio = 0.184
series voltage = 0.220 mV
slope shift, barrier drift with gap = -0.2500 mV/K
slope shift, ideality factor = -0.1253 mV/K
slope shift, image-force change = -0.0154 mV/K
slope shift, tunnelling = +0.0197 mV/K
slope shift, drift-diffusion supply = +0.0320 mV/K
slope shift, series resistance = +0.0010 mV/K
largest listed shift: barrier drift with gap
```
